The Oersted Field at the Face of a Wide Metal Film

**Problem**

A spin-orbit torque device consists of a thin magnet lying on a heavy-metal film. The current in the metal sends spins into the magnet, and it also makes an ordinary magnetic field, the Oersted field, which acts on the magnet at the same time.

The metal film is t = 5 nm thick, w = 5 µm wide and 20 µm long. It carries a uniform current density J = 1×10¹¹ A/m² along its length. The magnet is t_F = 1 nm thick and lies on the upper broad face.

(a) Estimate the Oersted field in the magnet, far from the side edges, treating the film as very wide and very long.

(b) How wide, how long and how near must "very wide and very long" mean?

(c) What is the field at a side edge of the film?

(d) Compare the field with the damping-like spin-orbit field, and find how each one tilts a perpendicular magnet.

(e) Estimate the main effects left out.

**Conventions**

The current flows along +x, the width lies along y and the film normal along z. The origin is at the centre of the film, so the metal fills −t/2 < z < t/2. The middle of the magnet is at height h = t/2 + t_F/2 = 3 nm. SI units are used, with fields in mT. B means the field made by the current alone; the magnet's own magnetization is not counted in it.

**Solution (a): the wide film**

A long straight wire with current I makes a field μ₀I/(2πr) that circles the wire. If the wire is at (y′, z′) and the field point at (y, z), the direction follows from x̂ × ŷ = ẑ and x̂ × ẑ = −ŷ:

B_y = −μ₀I (z − z′)/(2πr²)

B_z = μ₀I (y − y′)/(2πr²)

r² = (y − y′)² + (z − z′)²

The film is a set of such wires. In a very wide film, every wire to the left of the field point has a partner equally far to the right. Their B_z parts cancel and their B_y parts add. The total field is therefore along y, negative above the film and positive below it, with equal magnitude B at equal distances.

Take a rectangular loop in the yz plane that encloses a width l of the film. Its lower side runs along +y below the film and its upper side along −y above it, which is the right-handed sense for current along +x. The field points along the path on both sides, and the two vertical sides contribute nothing. The enclosed current is J t l, so Ampère's law reads

B l + B l = μ₀ J t l

B = μ₀ J t/2 = μ₀K/2, with K = J t

K is the current per unit width. The distance from the film has dropped out: a more distant point is farther from each wire, but more wires contribute usefully to its in-plane field. The numbers are

K = (1×10¹¹ A/m²)(5×10⁻⁹ m) = 500 A/m

B = (1.257×10⁻⁶ T m/A)(500 A/m)/2 = 3.14×10⁻⁴ T

The Oersted field is about 0.31 mT, or B/μ₀ = 250 A/m. It lies in the film plane, perpendicular to the current. A magnet under the metal would feel the same magnitude with the opposite sign.

Inside the metal, a loop with its long sides at −z and +z encloses only the current 2zJl. Then 2|B_y|l = 2μ₀J|z|l, and with the sign,

B_y = −μ₀ J z

The field is zero in the midplane and reaches −μ₀Jt/2 at the upper face, where it joins the outside value.

**Solution (b): what "wide" and "long" require**

Keep the film very long but give it its true width, and treat it as a thin sheet at z = 0. A strip of width dy′ carries the current K dy′. At height h over the centre line,

|B_y| = (μ₀K/2π) ∫ h dy′/(y′² + h²), from −w/2 to w/2

The integral of h/(y′² + h²) is arctan(y′/h), so

|B_y| = (μ₀K/π) arctan(w/2h)

For h much less than w, use arctan(q) = π/2 − arctan(1/q) and arctan(1/q) ≈ 1/q:

|B_y| ≈ (μ₀K/2)[1 − 4h/(πw)]

The fractional loss relative to the wide-film value is 4(3 nm)/(π × 5000 nm) = 0.076 percent. A numerical sum of wire fields over the real 5 nm by 5 µm cross-section gives 0.3139 mT at this height, the same loss.

In the opposite limit, h much greater than w, arctan(w/2h) ≈ w/2h. The field becomes μ₀Kw/(2πh) = μ₀I/(2πh), which is that of a single wire with the whole current I = Kw. The wide-film estimate thus needs a height small compared with the width; a small thickness alone is not enough.

For the finite length, return to the Biot–Savart law. An area dA of the sheet contributes

d|B_y| = (μ₀K/4π) h dA/r³

Here h/r is the cosine of the angle between the line of sight and the normal, so h dA/r³ is the solid angle that dA fills as seen from the field point. The field is μ₀K/(4π) times the total solid angle Ω. An infinite sheet fills a half-space, Ω = 2π, and gives μ₀K/2 again.

Let the sheet have half-length a and half-width b. The integral over x uses

∫ dx/(x² + s²)^(3/2) = 2a/[s²√(a² + s²)], from −a to a, with s² = y² + h²

This leaves

Ω = ∫ 2ah dy/[(y² + h²)√(a² + h² + y²)], from −b to b

To integrate, set R² = a² + h² + y² and q = ay/(hR). Then

dq/dy = a(a² + h²)/(hR³)

1 + q² = (a² + h²)(y² + h²)/(h²R²)

The derivative of arctan q is the first expression divided by the second, which is ah/[(y² + h²)R]. The integrand is twice this, so

Ω = 4 arctan{ab/[h√(a² + b² + h²)]}

For small h, the loss relative to 2π is (2/π)h√(a² + b²)/(ab). With a = 10 µm, b = 2.5 µm and h = 3 nm it is 0.079 percent, hardly more than the loss from the width alone. This is the field of the bar itself. The leads that complete the circuit add their own fields.

**Solution (c): the side edge**

At the side edge, the current lies on one side of the field point only, and the B_z parts no longer cancel. For the thin sheet,

B_z = (μ₀K/2π) ∫ (y − y′) dy′/[(y − y′)² + h²], from −w/2 to w/2

Put v = y − y′. Then dy′ = −dv, and exchanging the limits removes the minus sign. The integral of v/(v² + h²) is half the logarithm of v² + h², hence

B_z = (μ₀K/4π) ln{[(y + w/2)² + h²]/[(y − w/2)² + h²]}

At y = w/2, with h much less than w,

B_z ≈ (μ₀K/2π) ln(w/h) = (0.100 mT) ln(5000/3) = 0.742 mT

The sum over the real cross-section gives 0.757 mT. The thin sheet puts all the current 3 nm below the field point, while the real current lies between 0.5 and 5.5 nm below it. The average of ln(w/s) over these depths s is larger than ln(w/h) at their mean, because the logarithm gives extra weight to the nearest layers.

The in-plane part at the edge comes from a half-range of angles:

|B_y| = (μ₀K/2π) arctan(w/h) ≈ μ₀K/4

This is half the central value, 0.157 mT. The out-of-plane part is therefore nearly five times the in-plane part at the edge. It has opposite signs at the two edges and vanishes on the centre line.

To see how far the edge region reaches, take a point a distance d inside the edge, with h much less than d. There |B_y| ≈ μ₀K/2, while B_z ≈ (μ₀K/2π) ln[(w − d)/d]. They are equal when

ln[(w − d)/d] = π

d = w/(e^π + 1) = 0.207 µm

The full sum for a very long film gives 0.210 µm; for the 20 µm bar alone, at mid-length, it is about 0.200 µm. Even in a film a thousand times wider than it is thick, the field is mainly out of plane within about 0.2 µm of each edge. A small magnet on the centre line avoids this region; a magnet as wide as the metal does not.

The table collects the cases, all for the same current density and cross-section, with the film taken as very long. For the 20 µm bar alone, at mid-length, the value at 1 µm drops to 0.236 mT (from the solid-angle formula) and the out-of-plane edge value drops by about 0.006 mT. Heights are measured from the midplane of the metal.

| Position | In-plane field (mT) | Out-of-plane field (mT) |
|---|---:|---:|
| Centre, 3 nm | 0.314 | 0 |
| Centre, 100 nm | 0.306 | 0 |
| Centre, 1 µm | 0.238 | 0 |
| Side edge, 3 nm | 0.157 | 0.757 |

The zeros follow from symmetry. At a height of 1 µm, one fifth of the width, about a quarter of the wide-film field has been lost.

**Solution (d): comparison with the spin-orbit torque**

The charge current corresponds to J/e electrons per unit area and time. Let ξ be the spin-torque efficiency, defined so that the angular momentum absorbed by the magnet per unit area and time is

j_s = ξ(J/e)(ħ/2)

when the spin polarization is perpendicular to the magnetization. A field B_DL perpendicular to the magnetization exerts a torque M_s t_F B_DL per unit area, where M_s is the magnetization. Setting the two equal gives the damping-like effective field:

B_DL = ħξJ/(2e M_s t_F)

With rough values ξ = 0.1 and M_s = 1×10⁶ A/m, and ħ/2e = 3.29×10⁻¹⁶ V s,

B_DL = (3.29×10⁻¹⁶)(0.1)(1×10¹¹)/[(1×10⁶)(1×10⁻⁹)] T = 3.29 mT

The Oersted field is smaller by the factor

B/B_DL = μ₀ e M_s t t_F/(ħξ) = 0.0955

The current density cancels, so changing the drive does not change this ratio as long as ξ and M_s stay fixed.

The two fields also act in different directions. Let m be the unit vector of the magnetization, held near +z by a net anisotropy field B_k = 200 mT. Take the injected moments along +y; the opposite choice reverses the damping-like tilt. At rest the precession torque and the spin torque balance:

m × B_tot = B_DL[ŷ − m(m·ŷ)], with B_tot = (0, B_y, B_k m_z)

For small tilts, m_z ≈ 1, and products of small quantities can be dropped. The two sides become

(m_y B_k − B_y, −m_x B_k, 0) = (0, B_DL, 0)

m_y = B_y/B_k and m_x = −B_DL/B_k

The Oersted field tilts the magnet along y by 0.314/200, or 1.57 mrad. The damping-like torque tilts it along x by 3.29/200, or 16.5 mrad. Following the full equation of motion in time from m = ẑ, with a Gilbert damping of 0.2, until the magnet comes to rest gives 1.57 and 16.46 mrad. The damping was chosen large for fast settling; it does not appear in the balance equation and so does not affect the final tilt.

A field-like spin-orbit torque also acts as a field along ±y proportional to the current. In this model, a measured tilt along y therefore gives the sum of that field and the Oersted field. To obtain the field-like part, the Oersted field must be subtracted with its sign.

**Solution (e): what has been left out**

Current in the magnet. Suppose the magnet covers the whole metal film and carries 0.3 times the current density of the metal. By the result for the inside of a film, its own field is ±μ₀(0.3J)t_F/2 = ±0.019 mT at its two faces and averages to zero over its thickness. If J in the metal is held fixed, the mean in-plane field in the magnet is unchanged. The out-of-plane part does not average out: the magnet's own current adds about 0.06 mT at the side edge. If the total current is held fixed instead, the magnet takes the share

0.3J t_F/(J t + 0.3J t_F) = 0.3/5.3 = 5.7 percent

and the in-plane Oersted field falls by this fraction relative to the value with all the current in the metal. The out-of-plane field does not fall, because away from the edges it depends on the total current per width.

The return current. The total current is I = Kw = 2.5 mA. A straight return conductor in the same plane, D = 50 µm to the side and much longer than D, adds an out-of-plane field μ₀I/(2πD) = 0.010 mT. This is about 3 percent of the main field in size. A return sheet of the same width as the film, at a depth small compared with w, would matter far more. Its current per width is −K, so above both sheets it contributes nearly +μ₀K/2 along y and almost cancels the film's −μ₀K/2. The estimate in (a) fails for that layout. A sheet of larger width W that carries the current uniformly has only I/W per width and cancels about the fraction w/W, 10 percent for W = 50 µm.

Fast currents. An alternating current induces an electric field that differs between the centre and the edge. The difference comes from the flux of B_z through half the width, per unit length. With h set to zero and y = ws/2,

Φ = (μ₀K/2π)(w/2) ∫ ln[(1 + s)/(1 − s)] ds, from 0 to 1

The integral of ln(1 + s) is 2 ln 2 − 1 and that of ln(1 − s) is −1, so their difference is 2 ln 2 and Φ = μ₀Kw ln 2/(2π). At frequency f, Faraday's law gives a field difference of amplitude 2πfΦ. Dividing by the ohmic field ρJ = ρK/t gives

relative size of the induced current density = f μ₀ t w ln 2/ρ

For f = 1 GHz and a rough resistivity ρ = 30 µΩ cm, this is 0.007 percent. The induced part is a quarter period out of phase with the main current, so the amplitude of the current density changes even less. On a conducting substrate a larger effect is the capacitive current through the oxide. For 300 nm of oxide with relative permittivity 3.9, the bar has R = 240 Ω and C ≈ 12 fF, so 2πfRC ≈ 0.017 and the current differs between the two ends by about 1 percent, again a quarter period out of phase. To this accuracy the static formula may be used at this frequency, with the local current taken at each instant.

Heating. The metal dissipates ρJ²t = 1.5×10⁷ W/m². If this heat crosses 300 nm of oxide with thermal conductivity 1.4 W/(m K), and the substrate below stays cold, the temperature rise is

(1.5×10⁷)(300×10⁻⁹)/1.4 K = 3.2 K

Warming of the substrate would add to this. At fixed J the Oersted field does not depend on temperature; at fixed voltage it would change with the resistance.

**The real case**

The numbers are in the regime of a platinum Hall bar under about 1 nm of cobalt, on oxidized silicon. The efficiency, magnetization, resistivity and oxide conductivity are rough typical values, and they vary with growth and layer thickness. The damping of 0.2 is a choice made for fast settling, not an estimate for such a film. The value 0.31 mT needs none of these material parameters, but it does need the current density in the metal itself, at the place of the magnet. It holds for a straight part of the bar. At a Hall cross, the current spreads into the side arms. If these are as wide as the bar, the current density at the centre of the cross is about 0.71 times that in the bar, and the Oersted field there is lower in the same proportion. If only the total current is known, the part that flows in the magnet must be taken off. For the current ratio assumed above, this lowers the field by 5.7 percent, to about 0.30 mT, a much larger correction than those from finite width and length at the centre. Near the side edges the correction is not small at all: the in-plane field falls to half, and the out-of-plane field found in (c) dominates. For a perpendicular magnet that field lies along m and changes the tilts of (d) only by about 0.757/200, or 0.4 percent; for an in-plane magnet it acts across m and must be included.

The full set of values is in the numerical output below.

Values computed for the example and the checks

```
Current density in metal: 1.0e+11 A/m2
Metal thickness: 5.0 nm
Metal width: 5.0 um
Metal length: 20.0 um
Magnet thickness: 1.0 nm
Height of magnet middle above metal midplane: 3.0 nm
Sheet current density K: 500.0 A/m
Total current: 2.50 mA
Oersted field, wide-film formula: 0.3142 mT
Same field as H: 250.0 A/m
By above, Biot-Savart quadrature: -0.3139 mT
By below, Biot-Savart quadrature: 0.3139 mT
Field over centre at height 3 nm: 0.3139 mT
Field over centre at height 100 nm: 0.3062 mT
Field over centre at height 1000 nm: 0.2381 mT
Loss from finite width: 0.076 percent
Loss from finite width and length: 0.079 percent
In-plane field at side edge: 0.1570 mT
Out-of-plane field at side edge: 0.757 mT
Same, thin-sheet formula: 0.742 mT
Equal components, distance from edge: 0.210 um
Same, simple formula: 0.207 um
Magnetization (rough): 1.0e+06 A/m
Spin-torque efficiency (rough): 0.10 (no unit)
Net anisotropy field (chosen): 200 mT
Gilbert damping (chosen for fast settling): 0.2 (no unit)
Damping-like field: 3.29 mT
Oersted / damping-like field: 0.0955 (no unit)
Macrospin tilt along x, magnitude: 16.46 mrad
Macrospin tilt along y, magnitude: 1.57 mrad
Magnet/metal current-density ratio: 0.30 (no unit)
Magnet self-field at its faces: 0.0188 mT
Shunting loss at fixed total current: 5.66 percent
Return-wire distance: 50 um
Return-wire out-of-plane field: 0.0100 mT
Metal resistivity (rough): 30 uOhm cm
Frequency for induction estimate: 1.0 GHz
Induced edge-centre current change: 0.0073 percent
Same, coupled filaments: 0.0072 percent
Oxide thickness: 300 nm
Oxide thermal conductivity (rough): 1.4 W/(m K)
Joule heat per area: 1.50e+07 W/m2
Temperature rise across oxide: 3.21 K
```
